# Dispersion maximum and stability of a chain with second-neighbour springs: test program

```python
"""
Chain of equal masses m, spacing a, with first- and second-neighbour
springs K1 > 0 and K2. Result under test, with x = q*a:
  m w^2 = 4 K1 sin^2(x/2) + 4 K2 sin^2(x)
  K2 > K1/4  : maximum inside the zone, at cos(x) = -K1/(4 K2)
  K2 > -K1/4 : stable infinite chain
The reference side is the force-constant matrix, assembled spring by spring.
Matrices and m w^2 are in N/m.
"""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

mass = 5.0e-26      # kg
spacing = 3.0e-10   # m
K1 = 20.0           # N/m


def ring_matrix(n_atoms, k2):
    """Second derivatives of the spring energy of a closed ring."""
    matrix = np.zeros((n_atoms, n_atoms))
    for reach, stiffness in ((1, K1), (2, k2)):
        for i in range(n_atoms):
            j = (i + reach) % n_atoms
            matrix[i, i] += stiffness
            matrix[j, j] += stiffness
            matrix[i, j] -= stiffness
            matrix[j, i] -= stiffness
    return matrix


def direct_curve(k2):
    """m w^2 as a function of x, from the forces on one atom."""
    row = ring_matrix(11, k2)[5]
    shifts = np.arange(11) - 5
    return lambda x: np.cos(np.multiply.outer(x, shifts)) @ row


def formula(x, k2):
    return 4*K1*np.sin(x/2)**2 + 4*k2*np.sin(x)**2


def numerical_peak(curve):
    found = minimize_scalar(lambda x: -curve(x), bounds=(0, np.pi),
                            method="bounded", options={"xatol": 1e-10})
    return found.x, -found.fun


# Dispersion against diagonalization of a ring
n_ring = 60
ring_x = 2*np.pi*np.arange(n_ring)/n_ring
for k2 in (-6.0, -5.0, -4.0, 0.0, 5.0, 10.0):
    eigenvalues = np.linalg.eigvalsh(ring_matrix(n_ring, k2))
    assert np.allclose(eigenvalues, np.sort(formula(ring_x, k2)), atol=1e-10)

# Position and height of the maximum on both sides of K2 = K1/4
for ratio in (-0.2, 0.1, 0.24, 0.26, 0.3, 0.5, 2.0):
    k2 = ratio*K1
    x_peak, height = numerical_peak(direct_curve(k2))
    if ratio > 0.25:
        expected_x = np.arccos(-K1/(4*k2))
        expected_height = (K1 + 4*k2)**2/(4*k2)
    else:
        expected_x, expected_height = np.pi, 4*K1
    assert abs(x_peak - expected_x) < 1e-4
    assert abs(height/expected_height - 1) < 1e-8

# Shape at the zone boundary: curvature, and quartic top at K2 = K1/4
delta = 0.02
for k2 in (3.0, 10.0):
    curve = direct_curve(k2)
    coefficient = (curve(np.pi - delta) - curve(np.pi))/delta**2
    assert abs(coefficient/(4*k2 - K1) - 1) < 2e-3
curve = direct_curve(K1/4)
for offset in (0.1, 0.5, 1.5):
    drop = curve(np.pi) - curve(np.pi - offset)
    assert abs(drop/(4*K1*np.sin(offset/2)**4) - 1) < 1e-7

# Energy written with bond stretches d
rng = np.random.default_rng(1)
u = rng.normal(size=20)
d = np.roll(u, -1) - u
for k2 in (-4.0, 10.0):
    energy = 0.5*u @ ring_matrix(20, k2) @ u
    rewritten = (0.5*(K1 + 4*k2)*np.sum(d**2)
                 - 0.5*k2*np.sum((np.roll(d, -1) - d)**2))
    assert abs(energy/rewritten - 1) < 1e-10

# Signs of m w^2 just inside and beyond the stability limit
x_grid = np.linspace(1e-3, np.pi, 20001)
assert np.all(direct_curve(-4.99)(x_grid) > 0)
for k2 in (-5.01, -6.0):
    unstable_x = x_grid[direct_curve(k2)(x_grid) < 0]
    edge = 2*np.arccos(np.sqrt(K1/(4*abs(k2))))
    assert unstable_x[0] == x_grid[0]
    assert abs(unstable_x[-1] - edge) < 2*(x_grid[1] - x_grid[0])

# Sound speed from a long wave, and the marginal dispersion
x_small = 1e-3
speeds = {}
for k2 in (-4.0, 0.0, 10.0):
    omega = np.sqrt(direct_curve(k2)(x_small)/mass)
    speeds[k2] = omega*spacing/x_small
    assert abs(speeds[k2]/(spacing*np.sqrt((K1 + 4*k2)/mass)) - 1) < 1e-5
x_test = np.linspace(0.1, np.pi, 50)
marginal = np.sqrt(direct_curve(-K1/4)(x_test))
assert np.allclose(marginal, 2*np.sqrt(K1)*np.sin(x_test/2)**2, rtol=1e-8)


# Threshold of finite rings, with uniform translation lifted out of the way
def lowest_eigenvalue(k2, n_atoms):
    lifted = ring_matrix(n_atoms, k2) + 4*K1*np.ones((n_atoms, n_atoms))/n_atoms
    return np.linalg.eigvalsh(lifted)[0]


thresholds = {}
for n_atoms in (12, 24, 48, 96):
    thresholds[n_atoms] = brentq(lowest_eigenvalue, -0.5*K1, 0.0,
                                 args=(n_atoms,), xtol=1e-11)
    assert abs(thresholds[n_atoms] + K1/(4*np.cos(np.pi/n_atoms)**2)) < 1e-7

# Fastest growing mode beyond the limit
k2_unstable = -6.0
curve = direct_curve(k2_unstable)
found = minimize_scalar(curve, bounds=(0, np.pi/2), method="bounded",
                        options={"xatol": 1e-10})
x_fast, growth = found.x, np.sqrt(-found.fun/mass)
assert abs(x_fast - np.arccos(K1/(4*abs(k2_unstable)))) < 1e-5
growth_formula = abs(K1 + 4*k2_unstable)/(2*np.sqrt(mass*abs(k2_unstable)))
assert abs(growth/growth_formula - 1) < 1e-8

# Newton's equations in time; time unit sqrt(mass/(1 N/m))
n_atoms = 24
zero, one = np.zeros((n_atoms, n_atoms)), np.eye(n_atoms)
start = np.zeros(2*n_atoms)
start[0] = 1.0


def evolve(k2, time):
    generator = np.block([[zero, one], [-ring_matrix(n_atoms, k2), zero]])
    return expm(generator*time) @ start


early, late = evolve(k2_unstable, 60.0), evolve(k2_unstable, 70.0)
rate = np.log(np.linalg.norm(late)/np.linalg.norm(early))/10
allowed_x = 2*np.pi*np.arange(n_atoms)/n_atoms
assert abs(rate/np.sqrt(-formula(allowed_x, k2_unstable).min()) - 1) < 1e-4
for time in (60.0, 70.0):
    assert np.max(np.abs(evolve(-4.0, time)[:n_atoms])) < 1.001

# Worked example
k2_inside = 10.0
curve = direct_curve(k2_inside)
x_peak, height = numerical_peak(curve)
omega_peak = np.sqrt(height/mass)
omega_edge = np.sqrt(curve(np.pi)/mass)
print(f"mass m = {mass:.1e} kg")
print(f"spacing a = {spacing*1e9:.2f} nm")
print(f"K1 = {K1:.1f} N/m")
print(f"critical K2 for interior maximum, K1/4 = {K1/4:.2f} N/m")
print(f"critical K2 for stability, -K1/4 = {-K1/4:.2f} N/m")
print(f"--- interior maximum, K2 = {k2_inside:.1f} N/m")
print(f"cos(qa) at maximum = {np.cos(x_peak):.4f}")
print(f"qa at maximum = {x_peak:.4f} rad")
print(f"position as fraction of zone boundary = {x_peak/np.pi:.4f}")
print(f"wavelength at maximum = {2*np.pi*spacing/x_peak*1e9:.3f} nm")
print(f"m w^2 at maximum = {height:.3f} N/m")
print(f"m w^2 at boundary = {curve(np.pi):.3f} N/m")
print(f"w at maximum = {omega_peak:.4e} rad/s")
print(f"w/(2 pi) at maximum = {omega_peak/(2*np.pi)*1e-12:.3f} THz")
print(f"w at boundary = {omega_edge:.4e} rad/s")
print(f"w/(2 pi) at boundary = {omega_edge/(2*np.pi)*1e-12:.3f} THz")
print(f"ratio w maximum / w boundary = {omega_peak/omega_edge:.4f}")
for label, x in (("pi/3", np.pi/3), ("pi/2", np.pi/2),
                 ("2pi/3", 2*np.pi/3), ("5pi/6", 5*np.pi/6), ("pi", np.pi)):
    print(f"qa = {label}: m w^2 = {curve(x):.3f} N/m, "
          f"w = {np.sqrt(curve(x)/mass):.4e} rad/s")
print("--- sound speed")
for k2, speed in speeds.items():
    print(f"K2 = {k2:.1f} N/m: v = {speed:.0f} m/s")
print(f"--- unstable chain, K2 = {k2_unstable:.1f} N/m")
edge = brentq(direct_curve(k2_unstable), 0.6, 2.0)
print(f"unstable for 0 < qa < {edge:.4f} rad")
print(f"fastest growth at qa = {x_fast:.4f} rad")
print(f"m w^2 of fastest mode = {found.fun:.4f} N/m")
print(f"growth rate = {growth:.4e} 1/s")
print(f"growth time 1/rate = {1e12/growth:.4f} ps")
print("--- stability threshold of a ring of N atoms")
for n_atoms, threshold in thresholds.items():
    print(f"N = {n_atoms}: K2 threshold = {threshold:.4f} N/m")
print("PASS")
```

Running it gives:

```
mass m = 5.0e-26 kg
spacing a = 0.30 nm
K1 = 20.0 N/m
critical K2 for interior maximum, K1/4 = 5.00 N/m
critical K2 for stability, -K1/4 = -5.00 N/m
--- interior maximum, K2 = 10.0 N/m
cos(qa) at maximum = -0.5000
qa at maximum = 2.0944 rad
position as fraction of zone boundary = 0.6667
wavelength at maximum = 0.900 nm
m w^2 at maximum = 90.000 N/m
m w^2 at boundary = 80.000 N/m
w at maximum = 4.2426e+13 rad/s
w/(2 pi) at maximum = 6.752 THz
w at boundary = 4.0000e+13 rad/s
w/(2 pi) at boundary = 6.366 THz
ratio w maximum / w boundary = 1.0607
qa = pi/3: m w^2 = 50.000 N/m, w = 3.1623e+13 rad/s
qa = pi/2: m w^2 = 80.000 N/m, w = 4.0000e+13 rad/s
qa = 2pi/3: m w^2 = 90.000 N/m, w = 4.2426e+13 rad/s
qa = 5pi/6: m w^2 = 84.641 N/m, w = 4.1144e+13 rad/s
qa = pi: m w^2 = 80.000 N/m, w = 4.0000e+13 rad/s
--- sound speed
K2 = -4.0 N/m: v = 2683 m/s
K2 = 0.0 N/m: v = 6000 m/s
K2 = 10.0 N/m: v = 10392 m/s
--- unstable chain, K2 = -6.0 N/m
unstable for 0 < qa < 0.8411 rad
fastest growth at qa = 0.5857 rad
m w^2 of fastest mode = -0.6667 N/m
growth rate = 3.6515e+12 1/s
growth time 1/rate = 0.2739 ps
--- stability threshold of a ring of N atoms
N = 12: K2 threshold = -5.3590 N/m
N = 24: K2 threshold = -5.0867 N/m
N = 48: K2 threshold = -5.0215 N/m
N = 96: K2 threshold = -5.0054 N/m
PASS
```
